# A Job Plot Maximum Need Not Give a Complex's Stoichiometry

Before a stability constant can be fitted to absorbance data, someone must decide which complexes enter the mass balances. If the formula is wrong, the fit returns a constant for a species that may not exist, and any speciation of a bath or rinse computed from it inherits the fault. A Job plot is a quick way to make that decision. Solutions of metal M and ligand L are mixed so that the total concentration stays fixed, the absorbance is plotted against the ligand fraction, and the position of the maximum is read as the composition of the complex.

The belief is that a maximum at ligand fraction $q/(p+q)$ shows a complex $\mathrm{M}_p\mathrm{L}_q$. For a solution with one complex this is a theorem. With two complexes it fails, and the solutions constructed below peak at 0.60, the position for $\mathrm{M_2L_3}$, though they contain no such species.

## What is plotted

Let $c_M$ and $c_L$ be the total concentrations of metal and ligand, with

$$c_M=C(1-x),\qquad c_L=Cx,$$

and $C$ fixed. Free concentrations are $m$ and $l$. The complexes are ML and ML$_2$, with stepwise constants $K_1$, $K_2$:

$$[\mathrm{ML}]=\beta_1ml,\quad[\mathrm{ML_2}]=\beta_2ml^2,\quad\beta_1=K_1,\quad\beta_2=K_1K_2 .$$

I assume ideal mass action, Beer's law, and constant temperature, pH and ionic strength. The absorbance per unit path is

$$\epsilon_Mm+\epsilon_Ll+\epsilon_{ML}[\mathrm{ML}]+\epsilon_{ML_2}[\mathrm{ML_2}].$$

The mass balances give $m=c_M-[\mathrm{ML}]-[\mathrm{ML_2}]$ and $l=c_L-[\mathrm{ML}]-2[\mathrm{ML_2}]$. Inserting them and subtracting the blank $\epsilon_Mc_M+\epsilon_Lc_L$ leaves

$$S=e_1[\mathrm{ML}]+e_2[\mathrm{ML_2}],$$

$$e_1=\epsilon_{ML}-\epsilon_M-\epsilon_L,\qquad e_2=\epsilon_{ML_2}-\epsilon_M-2\epsilon_L .$$

Both $e_1$ and $e_2$ are taken as positive, and $r=e_2/e_1$.

## Why the belief tempts

Suppose first that there is one complex, $\mathrm{M}_p\mathrm{L}_q$, at concentration $c=\beta m^pl^q$. Its logarithmic derivative with respect to $x$ is

$$\frac{c'}{c}=p\frac{m'}{m}+q\frac{l'}{l}.$$

Since $m=C(1-x)-pc$ and $l=Cx-qc$, at a maximum, where $c'=0$, we have $m'=-C$ and $l'=C$. Therefore $q/l=p/m$, or $l=(q/p)m$. The totals then have the same ratio:

$$\frac{c_L}{c_M}=\frac{l+qc}{m+pc}=\frac{(q/p)(m+pc)}{m+pc}=\frac qp,\qquad x=\frac q{p+q}.$$

The concentration $c$ vanishes at both ends of the plot and is positive between them, so a maximum exists, and this is the one place it can be. The constant $\beta$ has dropped out: weak binding rounds the curve but does not move its top. This robustness makes the rule attractive. It was bought by the assumption of a single complex.

## The condition with two complexes

Adding the two mass balances gives the constraint

$$G(m,l)=m+l+2\beta_1ml+3\beta_2ml^2=C.$$

As $x$ rises, $c_L$ rises and $c_M$ falls. Then $l$ must rise: if it did not, there would be less metal, with no more ligands bound per metal, and $c_L$ could not have risen. The constraint then makes $m$ fall. Writing subscripts for partial derivatives, $G_mm'+G_ll'=0$, so $(m',l')$ is a positive multiple of $(-G_l,G_m)$. Hence $S'=S_mm'+S_ll'$ has the sign of $-F$, where

$$F=S_mG_l-S_lG_m .$$

The derivatives are

$$S_m=e_1\beta_1l+e_2\beta_2l^2,\qquad S_l=e_1\beta_1m+2e_2\beta_2ml,$$

$$G_m=1+2\beta_1l+3\beta_2l^2,\qquad G_l=1+2\beta_1m+6\beta_2ml .$$

Multiplying out,

$$\begin{aligned}S_mG_l={}&e_1\beta_1l+2e_1\beta_1^2ml+6e_1\beta_1\beta_2ml^2\\&+e_2\beta_2l^2+2e_2\beta_1\beta_2ml^2+6e_2\beta_2^2ml^3,\\S_lG_m={}&e_1\beta_1m+2e_1\beta_1^2ml+3e_1\beta_1\beta_2ml^2\\&+2e_2\beta_2ml+4e_2\beta_1\beta_2ml^2+6e_2\beta_2^2ml^3 .\end{aligned}$$

The terms in $\beta_1^2$ and $\beta_2^2$ cancel on subtraction. At the maximum, then,

$$F=e_1\beta_1(l-m)+e_2\beta_2l(l-2m)+\beta_1\beta_2ml^2(3e_1-2e_2)=0.$$

To read this in terms of the mixing ratio, define

$$u=c_L-c_M=l-m+\beta_2ml^2,\qquad v=c_L-2c_M=l-2m-\beta_1ml .$$

Here $u=0$ at $x=1/2$ and $v=0$ at $x=2/3$. Substituting $l-m=u-\beta_2ml^2$ and $l-2m=v+\beta_1ml$ adds $(-e_1+e_2)\beta_1\beta_2ml^2$ to the last term, so that

$$e_1\beta_1u+e_2\beta_2lv+\beta_1\beta_2ml^2(2e_1-e_2)=0.$$

Three cases follow, using $u-v=c_M>0$.

- If $r<2$, the last term is positive. With $v\ge0$ we would also have $u>0$, and the sum could not vanish. So $v<0$, and the peak lies below $2/3$.
- If $r>2$, the last term is negative. With $u\le0$ we would also have $v<0$, again impossible. So the peak lies above $1/2$.
- If $r=2$, then $\beta_1u+2\beta_2lv=0$, which requires $u>0>v$. The peak lies strictly between $1/2$ and $2/3$.

The last case has a simple meaning: each bound ligand contributes the same absorbance, whichever complex holds it. Even then the maximum gives neither formula.

The individual species do not peak at their own compositions either. If ML alone contributes ($e_2=0$), the condition becomes $u=-2[\mathrm{ML_2}]$, below $x=1/2$, because extra ligand converts ML to ML$_2$. If ML$_2$ alone contributes ($e_1=0$), it becomes $v=[\mathrm{ML}]$, above $x=2/3$, because extra ligand is needed to convert the remaining ML.

## Constructing the counter-example

The condition is linear in $r$, so we may choose the peak first and find the absorptivities afterwards. Dividing $F=0$ by $e_1$ and collecting terms,

$$\beta_1(l-m+3\beta_2ml^2)+r\beta_2l(l-2m-2\beta_1ml)=0,$$

$$r=\frac{\beta_1(l-m+3[\mathrm{ML_2}])}{\beta_2l(2m+2[\mathrm{ML}]-l)} .$$

Take $K_1=3\times10^5$ and $K_2=1\times10^5$ L/mol, $C=50$ µmol/L and a 1 cm path. In L/µmol the constants are 0.3 and 0.1, so $\beta_2=0.03$ L²/µmol². At $x=0.6$ the totals are $c_M=20$ and $c_L=30$ µmol/L. The mass balances give $m=4.12$, $l=7.38$, $[\mathrm{ML}]=9.13$ and $[\mathrm{ML_2}]=6.74$ µmol/L. Thus

$$r=\frac{0.3(7.38-4.12+20.22)}{0.03(7.38)(8.24+18.26-7.38)}=\frac{7.04}{4.23}=1.66 .$$

With $\epsilon_M=0$, $\epsilon_L=2000$ and $\epsilon_{ML}=27000$ L/(mol cm), $e_1=25000$. The rounded choice $e_2=41600$ corresponds to $\epsilon_{ML_2}=45600$ L/(mol cm).

A zero slope might belong to a minor bump, so the whole curve has to be searched. Its highest point is at $x=0.600$, with corrected absorbance

$$25000(9.13\times10^{-6})+41600(6.74\times10^{-6})=0.509 .$$

At $x=0.5$ and $0.7$ the absorbance is 0.480 and 0.470. A series mixed in steps of 0.1 would therefore show a clear maximum at the $\mathrm{M_2L_3}$ position. That maximum is where the falling contribution of ML and the rising contribution of ML$_2$ have equal and opposite slopes. It is not even the average composition of the complexes, which is $(9.13+2\times6.74)/(9.13+6.74)=1.42$ ligands per complexed metal, not 1.5.

Coexistence is essential. With the other parameters held fixed, setting $\beta_2=0$ returns the peak to 0.500, and setting $\beta_1=0$ at unchanged $\beta_2$ puts it at 0.667.

## The same solutions at other wavelengths

Changing the wavelength changes $r$ but not the chemistry. For $x=1/2$, put $u=0$ and $v=-c_M$ in the second form of the condition and divide by $e_1\beta_2l$:

$$-rc_M+(2-r)[\mathrm{ML}]=0,\qquad r=\frac{2[\mathrm{ML}]}{c_M+[\mathrm{ML}]} .$$

For $x=2/3$, put $v=0$ and $u=c_M$ and divide by $e_1\beta_1$:

$$c_M+(2-r)[\mathrm{ML_2}]=0,\qquad r=2+\frac{c_M}{[\mathrm{ML_2}]} .$$

With $C$, $K_1$ and $K_2$ unchanged, the peaks are:

| $r$ | peak $x$ |
|---|---|
| 0 (ML alone contributes) | 0.431 |
| 0.62 | 0.500 |
| 1 | 0.54 |
| 1.66 | 0.600 |
| 2 | 0.619 |
| 4.17 | 0.667 |
| ML$_2$ alone contributes | 0.704 |

In the second row the peak lies exactly where a single 1:1 complex would put it, yet at that peak 4.75 of the 25 µmol/L of metal is ML$_2$. Nor do equal corrected absorptivities, $r=1$, restore the rule.

## Dilution and concentration

On dilution at fixed constants, the first term of $F$ is of order $C$, the second of order $C^2$ and the third of order $C^3$. The first therefore dominates, giving $l=m$ and a peak tending to $1/2$, provided $e_1\ne0$.

At high $C$, consider a fixed $x<2/3$. There is too little ligand to turn all the metal into ML$_2$, so $l$ stays finite while $m$ grows in proportion to $C$. Dividing $F$ by $e_1\beta_1m$ and dropping terms in $l/m$ gives

$$\frac{F}{e_1\beta_1m}\to-1-2rky+k(3-2r)y^2,\qquad y=K_1l,\quad k=\frac{K_2}{K_1}.$$

If $r\ge3/2$, this is negative, so $S$ rises all the way towards $x=2/3$. Beyond that point ligand is in excess, nearly all metal is ML$_2$, and $S\approx e_2C(1-x)$ falls. The peak therefore tends to $2/3$.

If $r<3/2$, the expression has one positive root $y$, and the peak stops short of $2/3$. Free ligand is then negligible in the totals, so $c_L/c_M$ equals the mean number of ligands per metal:

$$\bar n=\frac{y+2ky^2}{1+y+ky^2},\qquad x=\frac{\bar n}{1+\bar n}.$$

In the example $r=1.66$, and the peak moves from 0.548 at 5 µmol/L to 0.600 at 50 and 0.635 at 500 µmol/L, with constants and absorptivities fixed. For $r=1.2$ and $k=1/3$, however, the equation is $0.2y^2-0.8y-1=0$. Its positive root is $y=5$, so $\bar n=1.51$ and $x=0.602$; a direct search of the curve at high $C$ gives the same value. So the peak can settle at a false $\mathrm{M_2L_3}$ reading, in this example only where nearly all the ligand is bound (about 7 % of the metal stays free). With the constants of the example and $r=1.2$ it is still at 0.563 at 50 µmol/L and reaches 0.600 only near 5000 µmol/L, where, with $e_1=25000$ L/(mol cm), the absorbance would be about 52 per cm, far too high for an ordinary cell. The peak depends on the constants only through $K_1C$ and $K_2C$, so constants 100 times larger give the same 0.600 at 50 µmol/L, with an absorbance near 0.5.

## A real system and the use of the plot

The parameters are round numbers in the rough regime of Mn(II) with the azo dye PAR in a buffer near pH 8, where conditional constants of order $10^5$ L/mol and absorptivities of some $10^4$ L/(mol cm) are plausible. They are not measured values, and the peak at 0.60 is a property of the model. PAR can bind through three atoms, so two ligands fill six coordination sites, which motivates stopping at ML$_2$.

The peak also depends on the constants: halving or doubling $K_1$ and $K_2$ in all four combinations gives peaks from 0.56 to 0.63. A ligand of 95 % purity, the rest being inert, shifts the apparent peak by $+0.007$. Warming by 2 K, with an assumed $-40$ kJ/mol per binding step, shifts it by $-0.002$. Release of one proton per bound ligand into a 10 mmol/L buffer at half neutralization shifts it by about $-0.0002$. Omitting the blank correction moves it to 0.614, since the blank $\epsilon_Lc_L$ left in the signal rises with $x$. Air oxidation of Mn(II) lies outside the model and must be prevented.

The top is also flat: the absorbance stays within 0.002 of its maximum from $x=0.576$ to $0.624$. A photometer with that resolution can separate this peak from $1/2$ and $2/3$, but a few readings near the top cannot be relied on to fix it to two decimals.

Under the stated conditions, with correctly known stock concentrations, and provided free metal and free ligand do not self-associate, a blank-corrected peak that moves with wavelength or total concentration, by more than the experimental uncertainty, rules out a single complex. The stocks matter because an error in them can itself move the peak: with 5 % inert matter in the ligand, a single 1:1 complex with the $K_1$ used here would shift from 0.504 at 5 µmol/L to 0.511 at 500 µmol/L. Self-association can also move it: if the free ligand forms a dimer with constant $10^4$ L/mol that absorbs as two monomers, a single 1:1 complex with constant $3\times10^3$ L/mol peaks at 0.489 at 5 µmol/L and at 0.411 at 500 µmol/L. A peak that stays put does not prove one, as the case $r=1.2$ shows for changes within the range of high concentration. The choice of species should rest on fitting competing equilibrium models to whole curves at several wavelengths and total concentrations, with the Job maximum as one feature each model must reproduce. The numerical output below lists the concentrations of both complexes across the series for the example.

## Computed results

```
K1 = 3.0e+05, K2 = 1.0e+05 L/mol
C = 50 umol/L, path = 1 cm
eps M, L = 0, 2000 L/(mol cm)
eps ML, ML2 = 27000, 45600 L/(mol cm)
corrected e1, e2 = 25000, 41600 L/(mol cm)
design ratio r = 1.6627; rounded r = 1.6640
peak x = 0.6001; corrected absorbance = 0.5088
peak x without blank correction = 0.6140
at peak: c_M = 20.00, c_L = 30.00 umol/L
at peak: free M = 4.12, free L = 7.39 umol/L
at peak: ML = 9.13, ML2 = 6.74 umol/L
bound L per complexed M at peak = 1.425
x, ML (umol/L), ML2 (umol/L), corrected absorbance:
  0.1    4.33    0.15  0.1148
  0.2    7.86    0.65  0.2237
  0.3   10.38    1.56  0.3244
  0.4   11.64    2.92  0.4126
  0.5   11.30    4.75  0.4800
  0.6    9.13    6.74  0.5088
  0.7    5.76    7.83  0.4696
  0.8    2.85    6.75  0.3519
  0.9    1.06    3.84  0.1864
control without ML2: peak x = 0.5000
control without ML: peak x = 0.6667
same solutions, only ML absorbs: x = 0.4311
same solutions, r = 0.6224: x = 0.5000
same solutions, r = 1: x = 0.5425
same solutions, r = 2: x = 0.6188
same solutions, r = 4.1739: x = 0.6667
same solutions, only ML2 absorbs: x = 0.7041
C = 5 umol/L: peak x = 0.5476
C = 50 umol/L: peak x = 0.6001
C = 500 umol/L: peak x = 0.6354
high-C limit for r = 1.2: formula 0.6019
  direct search at high C: 0.6019
buffer = 10 mmol/L; max pH drop = 0.0039
peak shift from pH drop = -0.00021
temperature +2 K, -40 kJ/mol per step:
  peak shift = -0.00212
ligand purity 95 %: peak shift = +0.0072
K1 and K2 each halved or doubled:
  peak x from 0.5635 to 0.6284
salt 0.1 mol/L: log10 K change below 3.8e-04
MnOH+/Mn2+ at pH 8, pK 10.6: 0.0025
within 0.002 absorbance of top:
  x from 0.576 to 0.624
```
